# One-Photon Exchange in Feynman and Coulomb Gauge for Bound Dirac Electrons

## 1. Two different splittings of one number

Take heliumlike iron, nuclear charge $Z=26$, with one electron in $1s$ and one in $2p_{1/2}$, both with angular momentum projection $m_j=+\tfrac12$. The exchange of one photon in which the electrons swap orbitals has a part from the charges and a part from the currents. The real parts, in hartree, are

| | Feynman | Coulomb |
|---|---|---|
| charge | $0.151640$ | $0.148716$ |
| current | $-0.019085$ | $-0.016161$ |
| sum | $0.132555$ | $0.132555$ |

The charge parts differ by $0.002924$ hartree, about 2% of the sum, and the current parts differ by the same amount with opposite sign. The two interaction operators are different functions of position, so the agreement must come from the orbitals. These notes show which property of the orbitals is responsible, and what happens when it is missing.

Hartree atomic units are used, with $c=137.036$. The nucleus is a fixed source of potential, and the interaction between the electrons is taken to first order.

## 2. The matrix element and its photon frequency

Electron 1 goes from orbital $a$ to $a'$, electron 2 from $b$ to $b'$. Define transition densities and currents

$$\rho_1=\psi_{a'}^\dagger\psi_a,\quad \mathbf j_1=\psi_{a'}^\dagger\boldsymbol\alpha\psi_a,\qquad \rho_2=\psi_{b'}^\dagger\psi_b,\quad \mathbf j_2=\psi_{b'}^\dagger\boldsymbol\alpha\psi_b .$$

The velocity operator of a Dirac electron is $c\boldsymbol\alpha$, so $\mathbf j$ is the particle current divided by $c$.

The lowest-order amplitude contains the photon propagator between times $t_1$ and $t_2$, which we write as a superposition of factors $e^{-i\omega(t_1-t_2)}$. The orbitals supply $e^{i(\varepsilon_{a'}-\varepsilon_a)t_1}$ and $e^{i(\varepsilon_{b'}-\varepsilon_b)t_2}$. Integration over $t_1$ gives $\omega=\varepsilon_{a'}-\varepsilon_a$; integration over $t_2$ gives $\omega=\varepsilon_b-\varepsilon_{b'}$. With

$$k_1=\frac{\varepsilon_{a'}-\varepsilon_a}{c},\qquad k_2=\frac{\varepsilon_b-\varepsilon_{b'}}{c},$$

the amplitude therefore requires $k_1=k_2$: the energy gained by electron 1 is the energy lost by electron 2. This is the on-shell condition. The photon wavenumber is $k=|\omega|/c=|k_1|$.

Two cases matter for the energy of a two-electron determinant. In the direct term $a'=a$, $b'=b$, so $k_1=k_2=0$. In the exchange term $a'=b$, $b'=a$, so $k_1=k_2=(\varepsilon_b-\varepsilon_a)/c$. Both are on shell.

## 3. The interaction in the two gauges

The signs can be traced from the field that electron 2 produces. An electron has charge $-1$, so its coupling to potentials $\Phi,\mathbf A$ (Gaussian convention) is $-\Phi+\boldsymbol\alpha\cdot\mathbf A$.

In Feynman gauge each potential obeys a wave equation with its own source. At frequency $\omega$,

$$(-\nabla^2-k^2)\Phi=-4\pi\rho_2,\qquad(-\nabla^2-k^2)\mathbf A=-4\pi\mathbf j_2 .$$

Inserting the solutions in the coupling of electron 1 gives $+\rho_1\rho_2$ and $-\mathbf j_1\cdot\mathbf j_2$, each multiplied by the solution for a point source. The operator $-\nabla^2-k^2$ becomes $q^2-k^2$ in momentum space, hence

$$I_F(\mathbf q)=\frac{4\pi(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)}{D},\qquad D=q^2-k^2-i0 .$$

The term $-i0$ is the boundary condition of the time-ordered propagator. It selects the outgoing wave: $4\pi/D$ is the transform of $e^{ikr_{12}}/r_{12}$, with $k\ge0$ for either sign of $\omega$.

In Coulomb gauge the scalar potential is instantaneous, and the vector potential is produced by the transverse current, from which the component along $\mathbf q$ has been removed:

$$I_C(\mathbf q)=\frac{4\pi}{q^2}-\frac{4\pi}{D}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-\frac{(\boldsymbol\alpha_1\cdot\mathbf q)(\boldsymbol\alpha_2\cdot\mathbf q)}{q^2}\right].$$

## 4. The difference of the operators

On subtraction the terms with $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ cancel:

$$I_F-I_C=4\pi\left[\frac1D-\frac1{q^2}-\frac{(\boldsymbol\alpha_1\cdot\mathbf q)(\boldsymbol\alpha_2\cdot\mathbf q)}{q^2D}\right].$$

Since $1/D-1/q^2=(q^2-D)/(q^2D)=k^2/(q^2D)$, with the infinitesimal dropped in the numerator,

$$I_F-I_C=\frac{4\pi}{q^2D}\left[k^2-(\boldsymbol\alpha_1\cdot\mathbf q)(\boldsymbol\alpha_2\cdot\mathbf q)\right].$$

The first term is the retardation of the charge interaction. The second is the interaction of longitudinal currents, which Coulomb gauge omits.

To return to position space, read the same identity backwards: $4\pi/(q^2D)=(4\pi/D-4\pi/q^2)/k^2$. Its transform is

$$G(r_{12})=\frac{e^{ikr_{12}}-1}{k^2r_{12}} .$$

The plane wave in the transform is $e^{i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}$. On it $\nabla_1$ gives $i\mathbf q$ and $\nabla_2$ gives $-i\mathbf q$. The product $(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)$ thus gives $(i)(-i)=+1$ times $(\boldsymbol\alpha_1\cdot\mathbf q)(\boldsymbol\alpha_2\cdot\mathbf q)$, and

$$I_F-I_C=k^2G-(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)G, \tag{1}$$

where the gradients act on $G$ alone. This operator is not zero.

## 5. Continuity of the transition current

Now the orbitals enter. Assume that all four are bound eigenfunctions of the same Hamiltonian

$$h=-ic\,\boldsymbol\alpha\cdot\nabla+\beta c^2+V(\mathbf r),$$

where $V(\mathbf r)$ is local: at each point it multiplies the spinor by a real number or by a Hermitian $4\times4$ matrix. Put $M=\beta c^2+V$. The equation $h\psi_a=\varepsilon_a\psi_a$ reads $-ic\,\boldsymbol\alpha\cdot\nabla\psi_a=(\varepsilon_a-M)\psi_a$. Multiplying by $i/c$,

$$\boldsymbol\alpha\cdot\nabla\psi_a=\frac ic(\varepsilon_a-M)\psi_a .$$

For $\psi_{a'}$ take the Hermitian adjoint of the same equation. The matrices $\boldsymbol\alpha$ and $M$ are Hermitian and $i$ changes sign:

$$(\nabla\psi_{a'}^\dagger)\cdot\boldsymbol\alpha=-\frac ic\,\psi_{a'}^\dagger(\varepsilon_{a'}-M).$$

The product rule gives the divergence of the current:

$$\nabla\cdot\mathbf j_1=(\nabla\psi_{a'}^\dagger)\cdot\boldsymbol\alpha\psi_a+\psi_{a'}^\dagger\boldsymbol\alpha\cdot\nabla\psi_a
=\frac ic(\varepsilon_a-\varepsilon_{a'})\rho_1 .$$

The two terms with $M$ have cancelled point by point, because both are $\psi_{a'}^\dagger M\psi_a$ at the same position. The same steps for electron 2 give $(i/c)(\varepsilon_b-\varepsilon_{b'})\rho_2$. In terms of the wavenumbers,

$$\nabla\cdot\mathbf j_1=-ik_1\rho_1,\qquad \nabla\cdot\mathbf j_2=+ik_2\rho_2 . \tag{2}$$

The signs differ because $k_1$ is defined by an energy gain and $k_2$ by an energy loss. Subtracting the rest energy from every $\varepsilon$ changes nothing, since differences alone occur.

## 6. Proof of the equality

Let $\Delta$ be the matrix element of equation (1):

$$\Delta=k^2\iint\rho_1G\rho_2-\iint(\mathbf j_1\cdot\nabla_1)(\mathbf j_2\cdot\nabla_2)G .$$

Here $\rho_1,\mathbf j_1$ depend on $\mathbf r_1$ and $\rho_2,\mathbf j_2$ on $\mathbf r_2$; the integrals run over both positions. In the second integral, move $\nabla_1$ from $G$ to $\mathbf j_1$, which costs one minus sign, and then $\nabla_2$ to $\mathbf j_2$, which costs another:

$$\iint(\mathbf j_1\cdot\nabla_1)(\mathbf j_2\cdot\nabla_2)G=\iint(\nabla\cdot\mathbf j_1)\,G\,(\nabla\cdot\mathbf j_2).$$

Surface terms could arise in three places.

- At infinity the bound-state currents decay exponentially.
- At a point nucleus the orbitals behave at worst as $r^{\gamma-1}$ with $\gamma=\sqrt{1-Z^2/c^2}$, so the current grows as $r^{2\gamma-2}$. The flux through a small sphere scales as $r^2r^{2\gamma-2}=r^{2\gamma}$ and vanishes for $Z<c$.
- At $\mathbf r_1=\mathbf r_2$, expansion of the exponential gives $G=i/k-r_{12}/2+\dots$. Both $G$ and its gradient are bounded, so a small sphere around this point contributes nothing as it shrinks.

Now insert equation (2). The product of factors is $(-ik_1)(ik_2)=k_1k_2$, and therefore

$$\boxed{\;\Delta=(k^2-k_1k_2)\iint\rho_1\,G\,\rho_2\;} \tag{3}$$

On shell $k_1=k_2$ and $k^2=k_1^2$, so the bracket vanishes and $\Delta=0$. The proof holds for the complex matrix element, hence for its real and imaginary parts separately.

For $k=0$ the limit needs a word, because $G$ contains the constant $i/k$. Return to equation (1). There $k^2G=(e^{ikr_{12}}-1)/r_{12}\to0$, and the gradients remove the constant, so that $G$ may be replaced by $-r_{12}/2$. The remaining term contains $\nabla\cdot\mathbf j_1$ and $\nabla\cdot\mathbf j_2$, which are zero on shell by equation (2). The direct terms are equal too.

## 7. What compensates what

The cancellation can be followed at each photon momentum. Let $\rho(\mathbf q)$ and $\mathbf J(\mathbf q)$ be the transforms of $\rho_1$ and $\mathbf j_1$ with $e^{-i\mathbf q\cdot\mathbf r}$. The divergence becomes $i\mathbf q\cdot\mathbf J$, so equation (2) reads

$$\mathbf q\cdot\mathbf J=-k_1\rho .$$

In an exchange term the second density is the complex conjugate of the first. Passing from Coulomb to Feynman gauge then adds $4\pi k^2|\rho|^2/(q^2D)$ to the charge part and $-4\pi|\mathbf q\cdot\mathbf J|^2/(q^2D)$ to the current part. By continuity these are equal and opposite at every $\mathbf q$. This is the shift of $\pm0.002924$ hartree in the opening table. What Feynman gauge calls retardation of the charge force is cancelled by the longitudinal current.

The imaginary part shows the same thing at a single momentum. From

$$\frac1D=\mathrm P\frac1{q^2-k^2}+i\pi\,\delta(q^2-k^2),\qquad \delta(q^2-k^2)=\frac{\delta(q-k)}{2k}\quad(q>0),$$

where P denotes the principal value, and the measure $4\pi\,d^3q/(2\pi)^3=q^2dq\,d\Omega/(2\pi^2)$, the imaginary part of the exchange element in Feynman gauge is

$$\frac{1}{2\pi^2}\,k^2\,\frac{\pi}{2k}\int d\Omega\,(|\rho|^2-|\mathbf J|^2)=\frac{k}{4\pi}\int d\Omega\,(|\rho|^2-|\mathbf J|^2)_{q=k}.$$

At $q=k$ continuity says that the component of $\mathbf J$ along $\mathbf q$ has magnitude $|\rho|$. Removing it from $|\mathbf J|^2$ leaves $|\rho|^2-|\mathbf J|^2=-|\mathbf J_\perp|^2$, the Coulomb-gauge expression. When continuity holds and $k=|k_1|$, a photon on its own energy shell couples to the transverse current alone. For the iron pair, Feynman gauge gives $(0.569-1.729)\times10^{-3}=-1.160\times10^{-3}$ hartree from charge and current. Coulomb gauge gives $-1.160\times10^{-3}$ hartree from the current, and its charge part is real.

## 8. The iron pair worked through

The orbitals are Dirac eigenfunctions for a point nucleus with $Z=26$. Their energies, without rest energy, are $-341.098$ hartree for $1s$ and $-85.469$ hartree for $2p_{1/2}$. The photon in the exchange term carries $255.629$ hartree, so

$$k=\frac{255.629}{137.036}=1.8654\ \text{bohr}^{-1}.$$

Both electrons have $j=\tfrac12$ and projection $+\tfrac12$. The total projection is $M=1$, which two such electrons can reach with $J=1$ alone, so one determinant represents the state. Its first-order interaction energy is the direct element minus the exchange element.

The direct element has a charge part of $6.43765$ hartree and a current part of $-0.01319$ hartree. The current part is the same in both gauges, since at $k=0$ both currents are divergence-free and have no longitudinal component. The real energy is

$$6.43765-0.01319-0.13256=6.2919\ \text{hartree}=171.2\ \text{eV}$$

in either gauge.

This is a diagonal matrix element in a stated model, not a complete level energy. It leaves out mixing with $1s2p_{3/2}$, self-energy and vacuum polarization, two-photon exchange, and the size and recoil of the nucleus. Nor is its imaginary part a decay width. After subtraction it is $+1.160\times10^{-3}$ hartree, whereas a decaying level has a negative imaginary energy. The self-energy, which also contributes to the width, is missing here.

The theorem also covers elements with four different orbitals. Let $1s{\uparrow}$ go to $2p_{1/2}{\uparrow}$ while $2p_{1/2}{\downarrow}$ goes to $1s{\downarrow}$. The arrows denote $m_j=\pm\tfrac12$. Energy is conserved, and both gauges give $-0.132555+0.001160\,i$ hartree; this value holds for the standard spin-angular functions and the same real radial functions for both projections. Each radial function then enters twice, so its sign drops out and the sign of the element is fixed. Any other choice of orbital phases multiplies the element by the same phase factor in both gauges.

## 9. Setting the frequency to zero

Consider the approximation that replaces $k$ by zero in the interaction. In Feynman gauge this leaves the Coulomb–Gaunt interaction $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)/r_{12}$. For Coulomb gauge, transform $I_C$ to position space:

$$I_C=\frac1{r_{12}}-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{e^{ikr_{12}}}{r_{12}}+(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)G .$$

As $k\to0$, replace $G$ by $-r_{12}/2$. Write $\mathbf r=\mathbf r_1-\mathbf r_2$, so $r=r_{12}$. Because $\nabla_2=-\nabla_1$ on a function of $\mathbf r$, the second derivatives are

$$\partial_{1i}\partial_{2m}\left(-\frac r2\right)=\frac12\,\partial_i\partial_m r=\frac12\left(\frac{\delta_{im}}{r}-\frac{r_ir_m}{r^3}\right).$$

Adding this to $-\delta_{im}/r$ gives the Coulomb–Breit interaction,

$$I_C\to\frac1r-\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r}+\frac{(\boldsymbol\alpha_1\cdot\mathbf r)(\boldsymbol\alpha_2\cdot\mathbf r)}{r^3}\right].$$

In an exchange term between orbitals of different energy, the orbitals still have $k_1=k_2\ne0$, although the operator has $k=0$. The cancellation is broken, unless the transition density vanishes, as it does for $1s{\uparrow}$ with $2s{\downarrow}$. Integrating by parts with $-r_{12}/2$ in place of $G$,

$$\Delta_0=-k_1k_2\iint\rho_1\left(-\frac{r_{12}}2\right)\rho_2=\frac{k_1k_2}{2}\iint\rho_1r_{12}\rho_2 .$$

For the iron pair Coulomb–Gaunt gives $0.129543$ hartree and Coulomb–Breit $0.132540$ hartree. The gap is $-0.002997$ hartree, and the integral over $r_{12}$ reproduces it. The real part at the true frequency is $0.132555$ hartree. Both zero-frequency forms are real and so lose the imaginary part, $-1.160\times10^{-3}$ hartree; the errors quoted next refer to the real part. The error of Coulomb–Breit is thus $-1.5\times10^{-5}$ hartree, that of Coulomb–Gaunt $-3.0\times10^{-3}$ hartree.

The expansion in $k$ explains the contrast:

$$\frac{e^{ikr}}r=\frac1r+ik-\frac{k^2r}2+\dots$$

In Feynman gauge the approximation drops $-k^2r/2$ from the charge interaction. Its contribution is $-\Delta_0=+0.002997$ hartree, nearly the whole error. The constant $ik$ gives nothing in the charge part, because the orbitals are orthogonal. In Coulomb gauge the charge interaction has no frequency dependence to lose. The approximation affects the current part alone, whose real part changes from $-0.016176$ to $-0.016161$ hartree when the frequency is restored. This is 0.1% of the current part, whereas the Feynman charge part changes by 2% of its static value; the smallness of the first fraction is a numerical result for this pair and is not derived here.

## 10. Leaving the energy shell

Elements with $k_1\ne k_2$ are not one-photon amplitudes by themselves, but they can be formed once a value of $k$ is chosen for the operator. Let electron 1 go from $1s$ to $2p_{1/2}$ and electron 2 from $3p_{1/2}$ to $1s$, all with $m_j=+\tfrac12$. Then $k_1=1.8654$ and $k_2=2.2125\ \text{bohr}^{-1}$. With the choice $k=k_1$, the factor in equation (3) is

$$k^2-k_1k_2=k_1(k_1-k_2)=1.8654\times(-0.3471)=-0.6475\ \text{bohr}^{-2}.$$

The real parts are $0.067408$ hartree in Feynman gauge and $0.067650$ hartree in Coulomb gauge. (The numerical check prints values about 0.04% larger, because its radial grid ends at $30/Z$ bohr and cuts off the tail of $3p_{1/2}$ before normalization.) These numbers, and those that follow, are for real radial functions, which leave a common overall sign free. A general relative phase of the $2p_{1/2}$ and $3p_{1/2}$ orbitals multiplies both elements and their gap by the same phase factor. The complex gap, $(-2.42-0.42\,i)\times10^{-4}$ hartree, agrees with equation (3). Its real part is 0.4% of the element. An off-shell element therefore has to be quoted with its choice of $k$ and, in general, with its gauge. Equation (3) shows exceptions. The gap is zero for any $k$ when a transition density vanishes, as for $1s{\uparrow}\to2s{\downarrow}$. And when $k_1k_2>0$, the choice $k=\sqrt{k_1k_2}$ makes the bracket vanish. Here that is $k=2.0316\ \text{bohr}^{-1}$, and both gauges then give a real part of $0.067650$ hartree.

## 11. A nonlocal potential

Suppose $V$ is an operator that uses the orbital at other points, as the exchange potential of the Dirac–Fock method does. The two potential terms in the derivation of continuity become $(V\psi_{a'})^\dagger\psi_a$ and $\psi_{a'}^\dagger(V\psi_a)$. Hermiticity makes their space integrals equal, but not their values at each point. Continuity acquires a source:

$$\nabla\cdot\mathbf j_1=-ik_1\rho_1+\frac ic\left[(V\psi_{a'})^\dagger\psi_a-\psi_{a'}^\dagger(V\psi_a)\right].$$

A simple model shows the effect. Let the potential be $-26/r$ for orbitals with the angular symmetry of $1s$ and $-25/r$ for those with the symmetry of $2p_{1/2}$. Selecting a symmetry requires an integral over directions, so this operator is nonlocal, even though each orbital sees a simple potential. For the transition from $1s$ to $2p_{1/2}$ the difference of potentials, final minus initial, is $-25/r+26/r=1/r$, and

$$\nabla\cdot\mathbf j_1=\left(-ik_1+\frac{i}{cr}\right)\rho_1 .$$

In the exchange element the second current is the complex conjugate of the first. Before continuity is used, the integration by parts in section 6 gives

$$\Delta=\iint\left[k^2\rho_1(\mathbf r_1)\rho_1^*(\mathbf r_2)-(\nabla\cdot\mathbf j_1)(\mathbf r_1)\,(\nabla\cdot\mathbf j_1)^*(\mathbf r_2)\right]G(r_{12}).$$

The source now spoils the cancellation although energy is conserved. The real parts are $0.119281$ hartree in Feynman gauge and $0.119052$ hartree in Coulomb gauge. The gap is $(2.29+0.42\,i)\times10^{-4}$ hartree, with a real part equal to 0.2% of the element, and the formula reproduces it.

The size belongs to this model; the cause is general. An interaction that couples to $c\boldsymbol\alpha$ alone does not include the extra current that a nonlocal potential can carry.

The numerical check builds the currents from explicit four-component orbitals and forms the transverse part by projection, without assuming continuity. It then compares the gaps with separate position-space integrals.

## Calculated quantities

```
Nuclear charge Z: 26; speed of light: 137.035999 a.u.
Energy 1s: -341.09783723 hartree
Energy 2p1/2: -85.46895836 hartree
Energy 3p1/2: -37.89944780 hartree
Transition energy 1s-2p1/2: 255.62887887 hartree
Photon wavenumber k: 1.86541405 1/bohr
Continuity, largest relative error: 5.5e-15
Exchange element, 1s up and 2p1/2 up:
 Feynman charge part: 0.15163989 +5.6944e-04 i hartree
 Feynman current part: -0.01908457 -1.7292e-03 i hartree
 Feynman sum: 0.13255533 -1.1597e-03 i hartree
 Coulomb-gauge charge part: 0.14871612 hartree
 Coulomb-gauge current part: -0.01616079 -1.1597e-03 i hartree
 Coulomb-gauge sum: 0.13255533 -1.1597e-03 i hartree
 Feynman sum, position space: 0.13255533 -1.1597e-03 i hartree
 Charge part, Feynman minus Coulomb: 0.00292378 +5.6944e-04 i hartree
 Current part, Feynman minus Coulomb: -0.00292378 -5.6944e-04 i hartree
Direct element, same pair:
 charge part: 6.43765176 hartree
 current part, Feynman: -0.01319186 hartree
 current part, Coulomb gauge: -0.01319186 hartree
Direct minus exchange, real part:
 Feynman: 6.29190458 hartree
 Coulomb gauge: 6.29190458 hartree
 Feynman, converted: 171.21145 eV
Other on-shell elements (Feynman; Coulomb gauge):
 1s up, 2s up, F: 0.58362303 -1.4768e-09 i hartree
 1s up, 2s up, C: 0.58362303 -1.4768e-09 i hartree
 1s up, 2p1/2 down, F: 0.26511065 -2.3194e-03 i hartree
 1s up, 2p1/2 down, C: 0.26511065 -2.3194e-03 i hartree
 four different orbitals, F: -0.13255533 +1.1597e-03 i hartree
 four different orbitals, C: -0.13255533 +1.1597e-03 i hartree
Largest on-shell gauge difference: 1.1e-15 hartree
Zero frequency in the 1s-2p1/2 exchange element:
 Feynman (Coulomb-Gaunt): 0.12954316 hartree
 Coulomb gauge (Coulomb-Breit): 0.13254031 hartree
 gap from currents: -0.00299716 hartree
 gap from r12 formula: -0.00299716 hartree
Off-shell element with 3p1/2:
 second wavenumber k2: 2.21254554 1/bohr
 Feynman: 0.06743324 -5.8927e-04 i hartree
 Coulomb gauge: 0.06767560 -5.4699e-04 i hartree
 gap from currents: -0.00024236 -4.2280e-05 i hartree
 gap from formula: -0.00024236 -4.2280e-05 i hartree
Nonlocal model, kappa=+1 sees charge 25:
 wavenumber: 1.91297017 1/bohr
 Feynman: 0.11928099 -1.0419e-03 i hartree
 Coulomb gauge: 0.11905151 -1.0837e-03 i hartree
 gap from currents: 0.00022948 +4.1825e-05 i hartree
 gap from formula: 0.00022948 +4.1825e-05 i hartree
```
